# Excitons in dimension d and the effective dimension of a quantum well

## Problem

An electron and a hole of reduced mass $\mu$ (in electron masses) attract each other in a medium of dielectric constant $\varepsilon$. In Hartree atomic units their relative motion obeys

$$\left[-\frac{1}{2\mu}\nabla^2-\frac{1}{\varepsilon r}\right]\phi=E\,\phi ,$$

where $E$ is measured from the band gap.

**(a)** Write the radial equation in $d$ dimensions and find all bound-state energies for $d\ge 2$, including non-integer $d$.

**(b)** Express the spacing $\Delta=E_{2s}-E_{1s}$ through $d$. Show that $\Delta$ determines $d$ once the effective Rydberg is known.

**(c)** A quantum well 10 nm wide has $\mu=0.06$ and $\varepsilon=12$. Its 1s and 2s exciton lines are 10.161 meV apart. Find $d$, and use it to predict the binding energies of the 1s, 2s and 3s states.

The parameters in (c) are round model values, and the spacing comes from a numerical model of the well, described in the solution. It plays the part of a measurement.

## Hints

1. Choose the units of length and energy so that $\mu$ and $\varepsilon$ disappear.
2. Near the origin there are two power-law solutions. For s states the norm does not always reject the unwanted one; look at the kinetic energy.
3. Split off $r^l$ and the exponential decay, and expand the rest in powers of $r$. Ask what happens at large $r$ if the series never ends.
4. In (b), combine the two fractions before trying to invert. The resulting equation can be rearranged into a rapidly converging iteration.

## Solution

### (a) The levels

**Units.** Measure length in $a^*=\varepsilon/\mu$ bohr. Then $\nabla^2$ acquires a factor $\mu^2/\varepsilon^2$ and $1/r$ a factor $\mu/\varepsilon$, so the Hamiltonian becomes

$$\frac{\mu}{2\varepsilon^2}\left[-\nabla^2-\frac{2}{r}\right].$$

The prefactor, in hartree, is the effective Rydberg $\mathrm{Ry}^*=(\mu/\varepsilon^2)\,\mathrm{Ry}$. From here on, lengths are in $a^*$ and energies in $\mathrm{Ry}^*$.

**Radial equation.** The area of a sphere in $d$ dimensions grows as $r^{d-1}$, so the radial part of the Laplacian is $r^{-(d-1)}(r^{d-1}R')'=R''+(d-1)R'/r$. The angular part contributes $-\Lambda R/r^2$. To find $\Lambda$, use the fact that $r^l$ times an angular function of order $l$ solves Laplace's equation:

$$l(l-1)+(d-1)l-\Lambda=0\quad\Rightarrow\quad \Lambda=l(l+d-2).$$

Therefore

$$-R''-\frac{d-1}{r}R'+\frac{l(l+d-2)}{r^2}R-\frac{2}{r}R=E R,\qquad \text{norm}=\int_0^\infty r^{d-1}|R|^2\,dr. \tag{1}$$

For non-integer $d$, equation (1) with $l=0,1,2,\dots$ defines the model.

**Behaviour at the origin.** Inserting $R\sim r^s$ and keeping the most singular terms gives $(s-l)(s+l+d-2)=0$. The solutions start as $r^l$ or $r^{-(l+d-2)}$; for $l=0$, $d=2$ the second is $\ln r$. For $l=0$ the second solution has norm density $r^{3-d}$, which is integrable at the origin for $d<4$, so the norm does not exclude it. Its derivative, however, behaves as $r^{1-d}$, and the kinetic energy contains

$$\int_0 r^{d-1}\,r^{2-2d}\,dr=\int_0 r^{1-d}\,dr,$$

which diverges for $d\ge2$. For $l\ge1$ the divergence is stronger. Finite kinetic energy therefore selects $R\sim r^l$.

**Series.** For a bound state put $E=-\kappa^2$ with $\kappa>0$, and $R=g f$ with $g=r^l e^{-\kappa r}$. Since $g'/g=l/r-\kappa$ and $g''/g=(l/r-\kappa)^2-l/r^2$, equation (1), multiplied by $-1$ and divided by $g$, becomes

$$f''+\left[2\left(\frac lr-\kappa\right)+\frac{d-1}{r}\right]f'+\left[\left(\frac lr-\kappa\right)^2-\frac{l}{r^2}+\frac{d-1}{r}\left(\frac lr-\kappa\right)-\frac{l(l+d-2)}{r^2}+\frac2r-\kappa^2\right]f=0 .$$

In the last bracket the $1/r^2$ terms add to $l^2-l+(d-1)l-l(l+d-2)=0$, and the constants $\kappa^2-\kappa^2$ cancel. The $1/r$ terms leave $2-\kappa(2l+d-1)$. With $b=2l+d-1$, multiplication by $r$ gives

$$r f''+(b-2\kappa r)f'+(2-\kappa b)f=0 .$$

Insert $f=\sum_k c_k r^k$ and collect the coefficient of $r^k$:

$$(k+1)(k+b)\,c_{k+1}=\left[\kappa(2k+b)-2\right]c_k . \tag{2}$$

**Why the series must end.** If it does not, then for large $k$ the ratio

$$\frac{c_{k+1}}{c_k}=\frac{2\kappa}{k+1}\,\frac{k+b/2-1/\kappa}{k+b}$$

is positive, and its last factor tends to 1. Beyond some $k$ that factor exceeds $3/4$, so the ratio exceeds $(3\kappa/2)/(k+1)$. The late coefficients then share one sign and are at least a constant times $(3\kappa/2)^k/k!$ in size. Up to a polynomial, $|f|$ is at least a constant times $e^{3\kappa r/2}$, so $R$ grows at least as $r^l e^{\kappa r/2}$ and cannot be normalized.

The series must end at some power $k=n_r=0,1,2,\dots$, which by (2) requires $\kappa(2n_r+2l+d-1)=2$. With $n=n_r+l+1$ this reads $\kappa=1/[n+(d-3)/2]$, and

$$\boxed{E_n=-\frac{\mathrm{Ry}^*}{\left(n+\dfrac{d-3}{2}\right)^2},\qquad n=l+1,\,l+2,\dots} \tag{3}$$

There are no bound states at $E\ge0$. The function $u=r^{(d-1)/2}R$ obeys a one-dimensional equation whose local wavenumber at large $r$ is $\sqrt{E+2/r}$. Its oscillation amplitude, proportional to $(E+2/r)^{-1/4}$, tends to a constant for $E>0$ and grows as $r^{1/4}$ for $E=0$, so $\int u^2dr$ diverges.

For $d=3$ the levels are $-1/n^2$. For $d=2$ they are $-1/(n-\tfrac12)^2$, and the ground state is bound four times as strongly.

### (b) From spacing to dimension

In the Elliott formula for dipole-allowed transitions, the strength of an exciton line is proportional to $|\phi(0)|^2$. Since $R\sim r^l$, only s states have $\phi(0)\neq0$. For a single pair of electron and hole bands, the two lowest lines are thus 1s and 2s, and their spacing does not involve the band gap. In a real well, a line from a second hole band can fall between them and must be identified first.

For $n=1$ and $n=2$ the denominators in (3) are $[(d-1)/2]^2$ and $[(d+1)/2]^2$. Hence

$$\delta\equiv\frac{\Delta}{\mathrm{Ry}^*}=\frac{4}{(d-1)^2}-\frac{4}{(d+1)^2}=\frac{4\left[(d+1)^2-(d-1)^2\right]}{(d^2-1)^2}=\frac{16\,d}{(d^2-1)^2}. \tag{4}$$

Its derivative is

$$\frac{d\delta}{dd}=16\,\frac{(d^2-1)-4d^2}{(d^2-1)^3}=-\frac{16(3d^2+1)}{(d^2-1)^3}<0\qquad(d>1). \tag{5}$$

As $d$ runs from 1 to infinity, $\delta$ falls steadily from infinity to zero, so each positive $\delta$ belongs to one $d>1$. Since (3) was derived for $d\ge2$, the inversion applies for $\delta\le\tfrac{32}{9}$. The result lies between 2 and 3 when $\tfrac34\le\delta\le\tfrac{32}{9}$.

To solve (4), write $d^2-1=4\sqrt{d/\delta}$ and iterate

$$d\;\to\;\sqrt{1+4\sqrt{d/\delta}} . \tag{6}$$

The derivative of the right-hand side is $1/(d\sqrt{d\,\delta})$ at the root. There $1/\sqrt{d\,\delta}=(d^2-1)/(4d)$, so the derivative equals $(d^2-1)/(4d^2)<\tfrac14$. Near the root, each step reduces the error at least about fourfold.

### (c) The 10 nm well

The effective units are $\mathrm{Ry}^*=5.669$ meV and $a^*=10.58$ nm, so $\delta=10.161/5.669=1.792$. Starting from $d=2.5$, the first step of (6) is

$$\sqrt{1+4\sqrt{2.5/1.792}}=2.393,$$

and the next are 2.371, 2.367, 2.366. With $\delta$ kept unrounded, the root is $d=2.3654$.

Equation (3) then predicts, for example, a 1s binding energy of $4\times5.669/(1.3654)^2\approx12.16$ meV. To judge such predictions one needs the levels of the well itself.

**The well model.** The barriers are infinite, the masses $m_e=0.10$ and $m_h=0.15$ are isotropic, and each particle stays in its lowest subband, with density $(2/L)\cos^2(\pi z/L)$. Averaging the attraction over both densities leaves a two-dimensional problem with a potential $V(\rho)$ that is softer than $-2/\rho$ when the in-plane distance $\rho$ is not large compared with $L$. Its s levels were found by diagonalization in a basis of polynomials times an exponential. Binding energies are measured from the subband edge.

| State | Well model (meV) | From $d=2.3654$ (meV) |
|---|---|---|
| 1s | 12.18 | 12.16 |
| 2s | 2.02 | 2.00 |
| 3s | 0.793 | 0.788 |

The predicted 1s binding energy is 0.16 % below that of the well model. The 1s and 2s rows share the same absolute error, because their difference was used to fix $d$. The 3s level is a separate prediction, about 0.7 % too weakly bound (0.7877 against 0.7933 meV).

Equation (3) can be written with $n-\tfrac12+\tfrac{d-2}{2}$ in the denominator: a two-dimensional series whose effective quantum number $n-\tfrac12$ is raised by the constant $(d-2)/2=0.183$. The levels of the well can be read in the same way. From the binding energies 12.183, 2.022 and 0.7933 meV, the quantity $\sqrt{\mathrm{Ry}^*/|E_n|}-(n-\tfrac12)$ is 0.182, 0.174 and 0.173 for 1s, 2s and 3s. The shift is nearly but not exactly constant, so a single $d$ describes the three levels well but not exactly.

**Uncertainties.** By (5), $d$ changes by $-0.060$ per meV of spacing, so an error of 0.1 meV shifts it by 0.006. Since $d$ depends only on $\Delta/\mathrm{Ry}^*$, a relative error in the effective Rydberg counts as much as the same relative error in the spacing, and 0.1 meV is 1 % of the spacing. If $\mathrm{Ry}^*$ were 5 % larger at the same spacing, $d$ would be 2.396.

The well model omits barrier penetration, dielectric contrast, valence-band mixing and the higher subbands. The gap to the second subband is 113 meV for the electron and 75 meV for the hole. Because the well is symmetric, the attraction cannot lift only one particle into its second subband. The lowest states that mix with the ground pair have both particles in the second subband (188 meV up) or the hole in the third (200 meV up). These energies are many times the binding energy, so the last omission is small but not negligible: mixing in the higher subbands deepens the 1s level by about 0.17 meV (1.4 %), widens the spacing by about 0.16 meV and lowers $d$ by about 0.01. The 0.16 % agreement above is with the one-subband model.

## Variation 1: other widths

*The same model gives spacings of 12.928 meV for a 5 nm well and 8.523 meV for a 15 nm well. How does $d$ change?*

The ratios are $\delta=12.928/5.669=2.280$ and $8.523/5.669=1.503$. Equation (4) gives $d=2.225$ and $d=2.477$. The wider well has the larger dimension, since the attraction is softened over a longer range and the spacing shrinks. The predicted 1s binding energies are 15.11 and 10.40 meV, against 15.12 and 10.43 meV in the well model.

This trend should not be extrapolated to the bulk. A wide well mixes many subbands, which the one-subband model leaves out. Mixing lowers $d$ by about 0.003 at 5 nm but by about 0.02 at 15 nm, and at 60 nm the one-subband model gives $d\approx3.09$, above the bulk value.

## Variation 2: unknown effective Rydberg

*The 3s line is also seen, but $\mathrm{Ry}^*$ is not known. Can $d$ still be found?*

Yes, from a ratio of spacings. As in (4),

$$\frac{E_{3s}-E_{2s}}{\mathrm{Ry}^*}=\frac{4}{(d+1)^2}-\frac{4}{(d+3)^2}=\frac{16(d+2)}{(d+1)^2(d+3)^2},$$

and division removes $\mathrm{Ry}^*$:

$$q=\frac{E_{2s}-E_{1s}}{E_{3s}-E_{2s}}=\frac{d\,(d+3)^2}{(d+2)(d-1)^2}.$$

Its logarithmic derivative, $\frac{2}{d(d+2)}-\frac{8}{(d+3)(d-1)}$, is negative for $d>1$, so $q$ fixes $d$ uniquely. For the 10 nm well, $q=10.161/(2.022-0.793)=8.27$. Trying $d=2.37$ gives 8.33 and $d=2.38$ gives 8.26, so $d\approx2.38$. Equation (4) then yields $\mathrm{Ry}^*\approx5.8$ meV, about 2 % above the true 5.67 meV. The well is not an ideal Coulomb problem in $d$ dimensions, and the two ways of reading its spectrum differ by about 0.01 in $d$. This route is much more sensitive to the line positions than (c): an error of only 0.01 meV in the 3s–2s spacing shifts $d$ by about 0.009 and $\mathrm{Ry}^*$ by about 1.5 %.

Numerical values quoted here were computed with a short program.
